# The ion-matrix sheath around a pulsed cylinder

A long metal cylinder of radius $a=5$ mm stands in a plasma of singly charged positive ions and electrons, each of density $n=10^{16}\ \mathrm{m^{-3}}$. Its potential relative to the plasma is switched to $-V_0=-10$ kV. The switch is slow enough for electrons to follow and fast enough for ions to stay in place. It leaves a region $a<r<b$ that holds ions but no electrons: the ion-matrix sheath. The radius $r$ is measured from the axis.

In parts (a) to (d) take the electrons as cold, the ion density as uniform and the cylinder as much longer than $b$. The plasma beyond $b$ is neutral, field-free and at zero potential. Use atomic units in the algebra: the ion charge is 1 and Poisson's equation is $\nabla^2\phi=-4\pi\rho$. Give numbers in mm, V or kV, and ns.

## Part (a)

**Question.** Find the potential in the sheath and the equation that fixes $b$.

**Answer.** The potential depends on $r$ alone, and the charge density is $n$. Poisson's equation is therefore

$$\frac1r\frac{d}{dr}\left(r\frac{d\phi}{dr}\right)=-4\pi n .$$

Two conditions hold at the outer edge. The potential is continuous, so $\phi(b)=0$. There is no surface charge, so the field is continuous too, and $\phi'(b)=0$. With the metal condition $\phi(a)=-V_0$ this makes three conditions for a second-order equation; the third fixes the unknown $b$.

Multiply by $r$ and integrate from $r$ to $b$:

$$b\phi'(b)-r\phi'(r)=-2\pi n(b^2-r^2).$$

The first term vanishes, so

$$\phi'(r)=2\pi n\,\frac{b^2-r^2}{r}.$$

This is positive: the potential rises outward, and the electric field $-\phi'$ points toward the metal. Integrate once more from $r$ to $b$, using $\phi(b)=0$:

$$-\phi(r)=2\pi n\int_r^b\left(\frac{b^2}{r'}-r'\right)dr'
=2\pi n\left[b^2\ln\frac br-\frac{b^2-r^2}{2}\right].$$

At $r=a$ the left side is $V_0$, and hence

$$V_0=2\pi n\left[b^2\ln\frac ba-\frac{b^2-a^2}{2}\right]. \tag{1}$$

## Part (b)

**Question.** Show that (1) has one root $b>a$, and find it for the given data.

**Answer.** Differentiate (1) at fixed $a$ and $n$:

$$\frac{dV_0}{db}=2\pi n\left[2b\ln\frac ba+b-b\right]=4\pi n\,b\ln\frac ba. \tag{2}$$

The term $+b$ comes from differentiating the logarithm, and $-b$ from the last term of (1). The slope is positive for $b>a$. Since the right side of (1) is zero at $b=a$ and grows without limit, it takes the value $V_0$ once.

For numbers, $2\pi n$ must become a voltage per area. One atomic unit of potential times one of length is $e/(4\pi\varepsilon_0)$, which is $1.439965\times10^{-6}$ V mm. With $n=10^7\ \mathrm{mm^{-3}}$,

$$2\pi n\to2\pi(10^7)(1.439965\times10^{-6})=90.476\ \mathrm{V/mm^2}.$$

Put $x=b/a$ and divide (1) by $2\pi n a^2$:

$$x^2\ln x-\frac{x^2-1}{2}=K,\qquad
K=\frac{V_0}{2\pi n a^2}=\frac{10\,000}{90.476\times25}=4.4211.$$

Let $F(x)$ be the left side minus $K$. Then $F'(x)=2x\ln x$, by the same cancellation as in (2), and Newton's method replaces $x$ by $x-F/F'$. From $x=3$,

$$F(3)=9(1.09861)-4-4.4211=1.4664,\qquad F'(3)=6.5917,$$

so the next value is $3-0.2225=2.7775$. Further steps give $2.7595$ and $2.7593$, after which these digits stay fixed. Therefore

$$b=2.7593\times5\ \mathrm{mm}=13.80\ \mathrm{mm}=1.380\times10^8\ \text{Å}.$$

The sheath thickness is $b-a=8.80$ mm.

The root also has a closed form. With $y=x^2$, the equation becomes $y\ln y-y+1=2K$, or $y(\ln y-1)=2K-1$. Set $w=\ln y-1$, so that $y=e^{1+w}$. Then

$$we^w=\frac{2K-1}{e},\qquad
\frac ba=\exp\left(\frac{1+w}{2}\right).$$

Because $y>1$, $w>-1$, which selects the principal branch of the Lambert function. Here $w=1.0300$, and $e^{1.0150}=2.759$ as before.

Equation (2) gives the sensitivity. At the root, $dV_0/db=2(90.476)(13.797)(1.0150)$ V/mm, or 2.534 kV/mm. A 1% change of voltage, 0.1 kV, moves the edge by about 0.04 mm. Since (1) contains $V_0$ and $n$ as the ratio $V_0/n$, a 10% rise in density acts to first order like a 1 kV fall in voltage: it moves the edge inward by about 0.4 mm.

## Part (c)

**Question.** Compare the thickness with that at a flat wall for the same $V_0$ and $n$. Examine the limits of weak curvature and of a thin wire.

**Answer.** It helps to write the voltage as a sum over ions. From the first integration, $\phi'(r)=(4\pi/r)\int_r^b n r'\,dr'$. Integrate over $r$ from $a$ to $b$ and exchange the order of integration. For a given $r'$, the variable $r$ runs from $a$ to $r'$, which gives

$$V_0=4\pi\int_a^b n\,r'\ln\frac{r'}a\,dr'. \tag{3}$$

An ion thus contributes in proportion to $\ln(r'/a)$: distant ions count more than ions near the metal. This form also holds if $n$ depends on $r'$.

At a flat wall, $\phi''=-4\pi n$ with the same edge conditions gives $V_0=2\pi n s_0^2$, so

$$s_0=\sqrt{\frac{V_0}{2\pi n}}=\sqrt{\frac{10\,000}{90.476}}=10.51\ \mathrm{mm}.$$

The cylindrical sheath is thinner. To show this for any radius, consider $\ln z-1+1/z$. It vanishes at $z=1$, and its derivative $(z-1)/z^2$ is positive for $z>1$. Thus $\ln z>1-1/z$. With $z=r/a$, this says $r\ln(r/a)>r-a$. Put it into (3), with uniform $n$ and $s=b-a$:

$$V_0>4\pi n\int_a^b(r-a)\,dr=2\pi n s^2,$$

and therefore $s<s_0$.

For weak curvature, write $r=a+t$ with $t\ll a$. Then

$$r\ln\frac ra=(a+t)\left(\frac ta-\frac{t^2}{2a^2}+\cdots\right)
=t+\frac{t^2}{2a}+\cdots .$$

Equation (3) becomes $s_0^2=s^2+s^3/(3a)+\cdots$. Set $s=s_0+\delta$ and keep the leading correction: $2s_0\delta+s_0^3/(3a)=0$. Hence

$$s\approx s_0\left(1-\frac{s_0}{6a}\right),\qquad s_0\ll a.$$

Here $s_0/a=2.10$, so the condition fails. The formula would give 6.83 mm instead of 8.80 mm.

For a thin wire, divide (1) by $2\pi n$ and drop $a^2/2$:

$$b^2\left(\ln\frac ba-\frac12\right)\approx s_0^2,\qquad b\gg a.$$

If $a\to0$ at fixed $V_0$ and $n$, then $K\to\infty$ and $b/a\to\infty$. The bracket grows, so $b$ itself tends to zero, though only as the inverse square root of a logarithm. In the present case the dropped term is 12.5 mm², against $s_0^2=110.5$ mm². Dropping it gives $b\approx14.23$ mm, about 3% too large. The thin-wire formula is thus a fair first estimate here, while the weak-curvature formula is not.

## Part (d)

**Question.** Find the field at the metal and the number of bared ions per unit of metal surface.

**Answer.** The inward field is $\phi'(a)$:

$$E_a=2\pi n\frac{b^2-a^2}{a}
=90.476\times\frac{190.35-25.00}{5}\ \mathrm{V/mm}
=2.99\ \mathrm{kV/mm}.$$

A length $L$ of sheath holds $n\pi(b^2-a^2)L$ ions and faces a metal area $2\pi aL$. The number per area is

$$N=\frac{n(b^2-a^2)}{2a}
=10^7\times\frac{165.35}{10}\ \mathrm{mm^{-2}}
=1.65\times10^{10}\ \mathrm{cm^{-2}}.$$

These agree with Gauss's law, $E_a=4\pi N$: the field of all the bared ions ends on the metal.

At a flat wall the field would be $4\pi n s_0=2(90.476)(10.51)$ V/mm, or 1.90 kV/mm. The cylinder has a thinner sheath but a stronger surface field, because the charge of a wide annulus is gathered onto a smaller area.

## Part (e)

**Question.** Take the ions as $\mathrm{N_2^+}$, of mass 28 u. For what rise times of the voltage can the ions be treated as frozen? Estimate the effect of a slower rise.

**Answer.** Shift a slab of particles of mass $m$ and unit charge by $\xi$ against a fixed neutralizing background. The surface charges produce a restoring field $4\pi n\xi$, so $m\ddot\xi=-4\pi n\xi$. The characteristic time is

$$\frac1\omega=\sqrt{\frac{m}{4\pi n}}.$$

At the given density this is 0.18 ns for electrons and 40 ns for $\mathrm{N_2^+}$. The ion-matrix picture needs a rise time well above the first and well below the second. Even then, electron inertia can make the edge overshoot and oscillate about its ideal position. For cold, collisionless electrons inside a grounded wall of radius 60 mm, a linear 10 ns rise leaves the edge, taken as the radius of the innermost electrons, swinging by about 7% to either side of its ideal position during the next 10 ns; a sine-squared rise of the same length reduces this to about 4% to either side.

To follow moving ions, divide them into thin cylindrical shells with charge $\lambda_j$ per unit length, at radii $r_j$. For a shell of width $dr$, $\lambda=2\pi rn\,dr$, so (3) becomes

$$V(t)=\sum_j2\lambda_j\ln\frac{r_j(t)}a .$$

The sum covers the bared shells. If $\Lambda_j$ is the bared charge per unit length outside shell $j$, the inward field there is $2\Lambda_j/r_j$, and

$$M\ddot r_j=-\frac{2\Lambda_j}{r_j},$$

where $M$ is the ion mass. As a shell falls inward, its logarithm shrinks. The remaining voltage must be carried by newly bared ions, so the edge moves outward. This happens during the rise and continues if the voltage is then held.

These equations were stepped in time for a linear rise from zero to 10 kV, with 1000 time steps and shells 0.01 mm wide. The ions start at rest, and the electron edge is assumed to follow at once, without oscillating. The results therefore show the effect of ion motion alone. The results at the end of the rise are:

| Rise time (ns) | Edge radius (mm) | Matrix ions already at the metal (%) |
|---:|---:|---:|
| 10 | 13.84 | 1.4 |
| 100 | 15.18 | 42 |

The last column refers to the ions that began between $a$ and 13.80 mm. After a 10 ns rise the edge lies 0.3% beyond the frozen-ion value. After 100 ns it lies 10% beyond, and much of the original matrix is gone. In both runs the fraction of matrix ions lost is larger than the fractional shift of the edge.

## Part (f)

**Question.** Return to frozen ions of uniform density, but let the electrons have temperature $T=3$ eV. How sharp is the edge, and how much does the surface field change?

**Answer.** In atomic units $T$ is an energy, and electrons in equilibrium have density $ne^{\phi/T}$. Poisson's equation becomes

$$\frac1r(r\phi')'=-4\pi n\left(1-e^{\phi/T}\right).$$

Far out, $|\phi|\ll T$, and the right side is approximately $4\pi n\phi/T$. The potential then decays over the Debye length

$$\lambda_D=\sqrt{\frac{T}{4\pi n}}
=\sqrt{\frac{3}{180.95}}\ \mathrm{mm}=0.129\ \mathrm{mm}.$$

The full equation was integrated inward by a Runge–Kutta method from a point where $\phi=-T/1000$ and $\phi'=-\phi/\lambda_D$. The starting radius was adjusted until $\phi(a)=-10$ kV. The electron density passes half its plasma value at 13.77 mm, and it rises from 10% to 90% over 0.44 mm. The edge is therefore blurred over about 3.4 Debye lengths, or 5% of the sheath thickness, but its position hardly moves.

The surface field falls by 0.02%. A flat-wall estimate shows why this is so small. Multiply $\phi''=-4\pi n(1-e^{\phi/T})$ by $\phi'$ and integrate from the plasma, where $\phi=\phi'=0$:

$$\frac{\phi'^2}{2}=-4\pi n\left(\phi-Te^{\phi/T}+T\right).$$

At the metal the exponential is negligible, so $\phi'^2=8\pi n(V_0-T)$. Compared with cold electrons, the field changes by the fraction $-T/(2V_0)=-0.015\%$, the same order as the cylindrical result.

## Part (g)

**Question.** Before the pulse the cylinder was already collecting ions, through a presheath and a thin sheath. Estimate how the reduced ion density in the presheath alters $b$. Let the ions start from rest far away and fall radially without collisions, and let $n$ be the density far away.

**Answer.** The presheath is nearly neutral, so its ion density equals the electron density $ne^{\phi/T}$. Let $u$ be the ion speed divided by the Bohm speed $\sqrt{T/M}$. Energy conservation gives $u^2/2=-\phi/T$, and the density is $ne^{-u^2/2}$. The inward flux through each cylinder is the same, so

$$r\,u\,e^{-u^2/2}=C.$$

Take the logarithm and differentiate:

$$\frac1r+u'\left(\frac1u-u\right)=0,\qquad
u'=-\frac{u}{r(1-u^2)}.$$

The slope diverges at $u=1$, where the neutral solution must end and the old sheath begins. Neglecting the thickness of that sheath, put $u=1$ at $r=a$. Then $C=ae^{-1/2}$, and squaring the flux equation gives

$$u^2e^{-u^2}=e^{-1}\left(\frac ar\right)^2 .$$

The required root has $u<1$ and tends to zero far away. The temperature has dropped out of the density profile. The density is $0.61n$ at $r=a$, $0.95n$ at $r=2a$ and $0.97n$ at $r=13.80$ mm.

Freeze this profile when the pulse arrives and use it in (3). Numerical quadrature and root finding give $b=13.99$ mm, an increase of 1.4%. The edge moves outward because fewer ions lie within any given radius. The strongest depletion is near the metal, where the weight $\ln(r/a)$ is small, so the shift is modest. The 1.4% is a low estimate, because the old sheath is not really thin on this scale. If Poisson's equation is solved for the same cold ions, with the cylinder floating at about $-4.8T$ before the pulse, the increase is about 2.4%. Both figures neglect the remaining presheath potential, a few hundredths of $T$ in size at the new edge, and the small field there.

## Part (h)

**Question.** What does the result say about a real implantation pulse?

**Answer.** In plasma immersion ion implantation, a negative pulse of this kind drives ions, such as those of nitrogen, into a metal surface. Which assumption matters most depends on the rise time. For a 10 ns rise, ion motion moves the edge by 0.3%, less than the 1.4% to 2.4% found for the ion depletion before the pulse. The electron oscillations described in part (e) can exceed both. For a 100 ns rise ion motion moves the edge by 10%, the largest correction among those sized here. Slower rises need their own calculation. The radius of 13.8 mm is thus the idealized starting size of the sheath, not its size throughout a pulse. End effects, gas collisions and electrons released from the metal have not been estimated.
